\section*{Exponential Dissolution of Rod Defects That Emit at Their Ends}

\section{One rod and many rods}

\textbf{Q.} A rod defect in silicon is a long, narrow ribbon of extra atoms, the interstitials left by ion implantation. Suppose that it loses them only at its two ends. Each end then works at a fixed rate, however long the rod is. Should the trapped dose not fall linearly?

\textbf{A.} For one rod it does. Let the rod hold $\rho$ interstitials per unit length, at constant width, and let each end lose $g$ interstitials per unit time. I assume for now that none returns. A rod of length $L$ holds $\rho L$ interstitials, so
\begin{equation}
\frac{d(\rho L)}{dt}=-2g
\quad\Rightarrow\quad
\frac{dL}{dt}=-v,\qquad v=\frac{2g}{\rho}.
\label{eq:v}
\end{equation}
The factor 2 counts the ends. The rod vanishes when $L$ reaches zero. A layer of many rods releases $2gN(t)$ interstitials per unit area and time, where $N(t)$ is the number of surviving rods per unit area. The release is constant only while no rod disappears. How fast rods disappear depends on how many short ones there are.

\textbf{Q.} Then everything hangs on the distribution of lengths. How does it evolve?

\textbf{A.} It slides towards zero without being stretched. Let $n(L,t)\,dL$ be the number of rods per area with lengths between $L$ and $L+dL$. I assume that no rods form, grow or merge during the anneal. A rod of length $L$ at time $t$ had length $L+vt$ at the start, and all rods shorten by the same amount, so an interval $dL$ keeps its width. Hence
\begin{equation}
n(L,t)=n_0(L+vt),
\label{eq:shift}
\end{equation}
with $n_0$ the initial distribution. The trapped dose, in interstitials per area, is
\begin{equation}
Q(t)=\rho\int_0^\infty L\,n_0(L+vt)\,dL
=\rho\int_{vt}^{\infty}(L-vt)\,n_0(L)\,dL .
\label{eq:Q}
\end{equation}
The second form renames $L+vt$ as $L$. It sums what is left of each rod that was initially longer than $vt$.

\textbf{Q.} And if the lengths are exponentially distributed?

\textbf{A.} Take $N_0$ rods per area with decay length $\lambda$:
\begin{equation}
n_0(L)=\frac{N_0}{\lambda}e^{-L/\lambda}.
\end{equation}
Equation~\eqref{eq:shift} gives
\begin{equation}
n(L,t)=\frac{N_0}{\lambda}e^{-(L+vt)/\lambda}=e^{-vt/\lambda}\,n_0(L).
\label{eq:self}
\end{equation}
For this distribution a shift is the same as a reduction in height. Since $\int_0^\infty L\,e^{-L/\lambda}dL=\lambda^2$,
\begin{equation}
Q(t)=Q_0e^{-t/\tau},\qquad Q_0=\rho N_0\lambda,\qquad
\tau=\frac{\lambda}{v}=\frac{\rho\lambda}{2g}.
\label{eq:main}
\end{equation}
The number of rods falls by the same factor, so the mean length of the survivors stays at $\lambda$. Each rod shrinks, but the shortest ones leave the count, and the two effects cancel in the mean.

\section{What the decay curve proves}

\textbf{Q.} Perhaps any broad distribution would do nearly as well.

\textbf{A.} Some may come close, but under this shrinkage law only exponential lengths give an exactly exponential decay. To see this, differentiate \eqref{eq:Q}. The moving lower limit contributes nothing, because the integrand $(L-vt)n_0(L)$ vanishes there. What remains is
\begin{equation}
\frac{dQ}{dt}=-\rho v\int_{vt}^{\infty}n_0(L)\,dL=-\rho v N(t).
\end{equation}
In the second derivative the lower limit does count, since $dN/dt=-v\,n_0(vt)$:
\begin{equation}
\frac{d^2Q}{dt^2}=\rho v^2\,n_0(vt).
\label{eq:inverse}
\end{equation}
The curvature of the decay curve at time $t$ thus gives the initial density of rods of length $vt$. If $Q=Q_0e^{-t/\tau}$ at all times, then with $L=vt$ and $\lambda=v\tau$,
\begin{equation}
n_0(L)=\frac{Q_0}{\rho v^2\tau^2}e^{-L/(v\tau)}
=\frac{Q_0}{\rho\lambda^2}e^{-L/\lambda},
\end{equation}
which is the exponential distribution with $N_0=Q_0/(\rho\lambda)$. A measured curve proves less. The dose integrates $n_0$ twice, so fine structure in the lengths hardly shows in it.

Two other cases show the difference. If all rods start with length $\lambda$, then $Q=\rho N_0(\lambda-vt)$, a straight line that reaches zero at $t=\tau$. A broad distribution with the same mean but few very short rods is $n_0=(4N_0L/\lambda^2)e^{-2L/\lambda}$. At $t=\tau$, setting $L=\lambda(1+u)$ in \eqref{eq:Q} gives
\begin{equation}
\frac{Q(\tau)}{Q_0}=4e^{-2}\int_0^\infty u(1+u)e^{-2u}du
=4e^{-2}\left(\tfrac14+\tfrac14\right)=0.271,
\end{equation}
against $e^{-1}=0.368$ for exponential lengths.

\textbf{Q.} Then an exponential decay would show that the rods emit at their ends.

\textbf{A.} No. Suppose instead that a rod emits along its whole length, and that the remaining atoms rearrange so that its width stays constant. Without this rearrangement the ribbon would narrow at fixed length, and its content would fall linearly. With it, the length shrinks at a rate proportional to $L$:
\begin{equation}
\frac{dL}{dt}=-\frac{L}{\tau}\quad\Rightarrow\quad L(t)=L(0)e^{-t/\tau}.
\end{equation}
As long as no rod becomes too short to survive, every rod keeps the same fraction of its content, and the sum decays exponentially for any distribution of lengths. In that case the dose curve alone cannot tell the two mechanisms apart. Counts and lengths can. With end emission and exponential lengths, the number falls and the mean length stays. With side emission at constant width the mean length falls, and the number stays as long as few rods have become too short to survive. For an initial mean of 10~nm, the mean at $t=\tau$ is 10~nm in the first case and, if no rod has been lost, 3.7~nm in the second.

\section{Single atoms and short rods}

\textbf{Q.} A rod does not shrink smoothly. It loses one atom at a time, at random. Some rods get ahead of others, and that must blur your rigid shift.

\textbf{A.} It blurs the shift, but it leaves the mean dose unchanged if the initial numbers follow the discrete counterpart of the exponential. Let $n_m$ be the expected number of rods per area that hold $m$ interstitials. With independent emissions at total rate $2g$ per rod, class $m$ gains from class $m+1$ and loses to class $m-1$:
\begin{equation}
\frac{dn_m}{dt}=2g\,(n_{m+1}-n_m),\qquad m\ge1.
\end{equation}
Start from the geometric distribution $n_m(0)=N_0(1-q)q^{m-1}$, with mean $\bar m=1/(1-q)$. Try $n_m(t)=A(t)\,n_m(0)$. Because $n_{m+1}=q\,n_m$, every class gives the same equation,
\begin{equation}
\frac{dA}{dt}=-2g(1-q)A=-\frac{2g}{\bar m}A
\quad\Rightarrow\quad A=e^{-2gt/\bar m}.
\end{equation}
With $\bar m=\rho\lambda$ the decay time is again $\rho\lambda/(2g)$. The idealization is that the rate stays at $2g$ down to the last atom.

\textbf{Q.} That is surely wrong. A rod of a few atoms is not a rod.

\textbf{A.} Then let rods fall apart at once when they reach a smallest stable length $L_c$, and count the remnant as released. Let the initial distribution be exponential above $L_c$:
\begin{equation}
n_0(L)=\frac{N_0}{\lambda}e^{-(L-L_c)/\lambda},\qquad L>L_c .
\end{equation}
The shift still multiplies it by $e^{-vt/\lambda}$, and the mean length is $L_c+\lambda$ throughout, so
\begin{equation}
Q(t)=\rho N_0(L_c+\lambda)e^{-vt/\lambda}.
\end{equation}
The decay time is still $\lambda/v$, but $\lambda$ is no longer the mean length. With $\lambda=10$~nm, $L_c=3$~nm and $v=0.02$~nm/s, the decay time is 500~s. Dividing the mean length of 13~nm by $v$ would give 650~s.

\section{Interstitials that come back}

\textbf{Q.} You assumed that nothing returns. But the emitted interstitials must diffuse to the surface, past the ends of other rods. Why should those not catch them?

\textbf{A.} They do, and this changes the law. Treat each end as a small sphere of capture radius $a$. For steady diffusion with diffusivity $D$ and a distant concentration $C$, the concentration at distance $R$ from the centre of an absorbing sphere is $c(R)=C(1-a/R)$. The inward flow is $4\pi R^2D\,dc/dR=4\pi aDC$. The net loss of one end per unit time, called $r$, is therefore
\begin{equation}
r=g-4\pi aDC .
\label{eq:net}
\end{equation}
Let the rods lie in a layer at depth $d$ below a surface that absorbs perfectly. In the steady state, with no loss into the bulk, the concentration rises linearly from zero at the surface to $C$ at the layer. The flux to the surface equals the net emission of $2N$ ends per area:
\begin{equation}
\frac{DC}{d}=2Nr\quad\Rightarrow\quad C=\frac{2Ndr}{D}.
\end{equation}
Insert this in \eqref{eq:net}. The diffusivity cancels:
\begin{equation}
r=g-8\pi adN\,r\quad\Rightarrow\quad r=\frac{g}{1+8\pi adN}.
\label{eq:r}
\end{equation}
This is a mean-field result, in which every end sees the same average concentration.

\textbf{Q.} The rate now changes with time. Does the exponential distribution survive?

\textbf{A.} Yes, because \eqref{eq:r} does not contain the length of the rod. All rods still shorten equally, by some amount $s(t)$, and $n=e^{-s/\lambda}n_0$. The remaining fraction of the dose is thus $y=Q/Q_0=N/N_0=e^{-s/\lambda}$. Define $\beta=8\pi adN_0$. Then $ds/dt=v/(1+\beta y)$, and
\begin{equation}
\frac{dy}{dt}=-\frac{y}{\lambda}\frac{ds}{dt}=-\frac{1}{\tau}\,\frac{y}{1+\beta y}.
\label{eq:ode}
\end{equation}
Separate the variables and integrate from $y=1$ at $t=0$:
\begin{equation}
\int_1^y\left(\frac1{y'}+\beta\right)dy'=-\frac t\tau
\quad\Rightarrow\quad
\ln\frac1y+\beta(1-y)=\frac t\tau .
\label{eq:implicit}
\end{equation}
To solve for $y$, write this as $\ln y+\beta y=\beta-t/\tau$, exponentiate, and multiply by $\beta$:
\begin{equation}
\beta y\,e^{\beta y}=\beta e^{\beta-t/\tau}
\quad\Rightarrow\quad
y=\frac1\beta W\!\left(\beta e^{\beta-t/\tau}\right).
\label{eq:W}
\end{equation}
Here $W$ is the Lambert function, defined by $We^W=x$, on its real branch for positive $x$.

\textbf{Q.} So when is the original claim true?

\textbf{A.} It holds throughout for $\beta\ll1$, and in the late stage for any $\beta$. Once $\beta y\ll1$, \eqref{eq:implicit} becomes
\begin{equation}
y\simeq e^{\beta}e^{-t/\tau}.
\label{eq:late}
\end{equation}
The decay time is the original one, but the curve is raised by the factor $e^\beta$, the memory of the slow start. In the opposite limit $\beta y\gg1$, \eqref{eq:ode} gives $dy/dt\simeq-1/(\beta\tau)$, a linear decay. In absolute terms,
\begin{equation}
\frac{dQ}{dt}\simeq-\frac{\rho N_0\lambda}{\beta\tau}
=-\frac{2gN_0}{8\pi adN_0}=-\frac{g}{4\pi ad}.
\end{equation}
The number of rods has dropped out. By \eqref{eq:net}, the ends stop losing interstitials at the concentration $C_s=g/(4\pi aD)$, and the last expression is $-DC_s/d$. The layer is then held close to $C_s$, and transport to the surface sets the pace.

\section{Numbers for silicon}

\textbf{Q.} Which limit applies to a real anneal?

\textbf{A.} Neither, for the following round parameters: $\lambda=10$~nm, $\rho=25$~nm$^{-1}$, $g=0.25$~s$^{-1}$, $N_0=10^{11}$~cm$^{-2}$, $d=60$~nm and $a=0.5$~nm, at 1013~K. Without recapture,
\begin{align}
v&=\frac{2(0.25)}{25}=0.020\ \text{nm/s},\qquad
\tau=\frac{10}{0.020}=500\ \text{s}\ (8.3\ \text{min}),\\
Q_0&=25\times10\times10^{11}=2.5\times10^{13}\ \text{cm}^{-2}.
\end{align}
For recapture, $N_0=10^{-3}$~nm$^{-2}$ gives
\begin{equation}
\beta=8\pi(0.5)(60)(10^{-3})=0.754 .
\end{equation}
The initial net emission is $1/1.754=0.570$ of the gross emission. By \eqref{eq:implicit}, the dose reaches $1/e$ of its initial value at
\begin{equation}
t=\tau\left[1+\beta(1-e^{-1})\right]=500\,(1+0.754\times0.632)=738\ \text{s}.
\end{equation}
The trapped doses, in $10^{12}$~cm$^{-2}$, are:
\begin{center}
\begin{tabular}{rrr}
$t$ (s) & no recapture & recapture\\
0 & 25.0 & 25.0\\
500 & 9.2 & 13.1\\
1000 & 3.4 & 6.0\\
2000 & 0.46 & 0.95
\end{tabular}
\end{center}
At 2000~s the ratio of the columns is 2.07, close to its late limit $e^\beta=2.13$. By \eqref{eq:ode}, the apparent decay time $-y/(dy/dt)=\tau(1+\beta y)$ falls from 877~s at the start towards 500~s. A fit to the early part alone would overestimate $\tau$.

\textbf{Q.} Your mean field replaces scattered ends by a smooth sheet. Why trust it?

\textbf{A.} It was tested on 2000 ends placed at random in a periodic square of side 1000~nm, each coupled to the others and to their negative images in the surface. With the sum over periodic copies cut off at the nearest copies, their mean net emission was 0.587 of the gross value. That value is not converged: the next shell of copies lowers it to 0.583, and the whole remaining tail to 0.578, about 1\% above the mean-field 0.570. Of this remainder, 0.001 comes from each end's own image; the rest was not analysed further. The time law \eqref{eq:W} was tested on 200\,000 rods followed from one disappearance to the next, with the mean-field rate. Up to $6\tau$ the dose agreed within $2\times10^{-4}$ of its initial value.

\textbf{Q.} The ends in that layer were not paired. A rod's own other end is only 10~nm away.

\textbf{A.} That coupling does depend on length. For $L\gg a$, an end with net emission $r$ produces the concentration $r/(4\pi DL)$ at the other, which captures $4\pi aD$ times this, or $ra/L$. Thus $r=g-ra/L$, and
\begin{equation}
r=\frac{g}{1+a/L}.
\end{equation}
At $L=10$~nm this is $0.952\,g$. Shorter rods are slowed more, so the distribution no longer keeps its shape. With the two ends sharing one capture sphere for $L<a$, the dose fraction at $t=\tau$ is 0.389, which is 6\% above the simple law's 0.368, and the mean length of the survivors has fallen from 10 to about 9~nm.

\textbf{Q.} What else could spoil the simple law?

\textbf{A.} Here are three more effects, each taken alone, without recapture, and compared with 0.368 at $t=\tau=500$~s.
\begin{itemize}
\item \emph{Width.} Let half the rods be 20\% narrower and half 20\% wider, with the same $g$ and the same length distribution. Then $\rho$ and $\tau$ scale with width, and the fraction is $(0.8e^{-1/0.8}+1.2e^{-1/1.2})/2=0.375$, or 2\% higher.
\item \emph{Longest rod.} If no rod exceeds $5\lambda$, the fraction is 0.348, or 5\% lower. The dose then ends at $5\tau$, so the exponential law must fail before that.
\item \emph{Temperature.} Let $g$ follow an activation energy of roughly 3.7~eV. An anneal 5~K colder has $\tau$ longer by a factor of 1.23, and the fraction is 0.445, or 21\% higher.
\end{itemize}
Recapture by the layer gives 0.526, or 43\% higher. At $t=\tau$ this is the largest change among the five effects compared here: recapture by the layer, capture by the rod's own other end, width, longest rod and temperature. The order can change later, because recapture raises the dose by at most the factor $e^\beta$, while the effect of an error in $\tau$ keeps growing.

\textbf{Q.} You also took diffusion as steady and ignored the bulk below.

\textbf{A.} Take $D=10^{-10}$~cm$^2$/s, or $10^4$~nm$^2$/s, a low value for clean silicon. The time to cross the depth $d$ is of order $d^2/D=0.36$~s, far below 500~s. For a layer held at concentration $C$, the flux into a deep, initially empty bulk is $DC/\sqrt{\pi Dt}$. Relative to the surface flux $DC/d$ it is $d/\sqrt{\pi Dt}$, or 1.5\% at $t=\tau$. Integrating the bulk flux gives a stored dose $2C\sqrt{Dt/\pi}$. With $C$ kept at its initial steady value of $1.7\times10^{15}$~cm$^{-3}$, this is 1.7\% of $Q_0$ at $t=\tau$. Since $C\propto1/D$ at given emission, the stored dose falls as $D^{-1/2}$ for faster diffusion. For slower diffusion it grows, and where impurities trap interstitials the effective diffusivity can be far lower. At $D=10^{-12}$~cm$^2$/s a time-dependent solution puts 11\% of $Q_0$ in the bulk at $t=\tau$ and lowers the dose fraction from 0.526 to 0.49.

\textbf{Q.} How close is this to a real wafer?

\textbf{A.} The parameters are meant for $\{311\}$ rod defects in silicon after an implant of a few $10^{13}$~ions/cm$^2$ that does not amorphize the crystal, annealed near 740~$^\circ$C. Lengths of order 10~nm and lifetimes of minutes are roughly typical there; the values of $g$ and $a$ are round choices, not measurements, and the exponential distribution of lengths is an assumption. A ribbon that holds 25 interstitials per nanometre of length is several nanometres wide, so its end may capture more strongly than a sphere with $a=0.5$~nm. Since $\beta$ is proportional to $a$, recapture would then be stronger than computed here. Treating the ends as points is also crude for rods that are not much longer than they are wide. Free escape is a poor assumption for these parameters. Within this model, restoring recapture moves the $1/e$ time from 500 to 738~s. A surface that absorbs at a finite rate $k_sC_{\rm surf}$ adds a resistance $1/k_s$ to $d/D$, so $d$ becomes $d+D/k_s$ in $\beta$ and the early decay is slower still. The model also places all rods at one depth. In a real layer, those nearer the surface see a lower concentration and shorten faster, so the rods no longer shorten equally. A Gaussian spread of depths with a standard deviation of 20~nm lowers the dose fraction at $t=\tau$ from 0.526 to 0.50. Growth of long rods at the expense of short ones, conversion of rods to dislocation loops and trapping by impurities such as carbon are left out and have not been sized. Such growth raises the mean length during the anneal, as is commonly reported for $\{311\}$ defects, so the comparison of counts and lengths made above separates only the two idealized mechanisms and cannot be applied to a wafer as it stands. Within the mean-field model with exponential lengths, then, \eqref{eq:main} describes the late slope, while \eqref{eq:W} is the better estimate of the dose itself. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
decay length lam = 10.0 nm
interstitials per rod length rho = 25.0 nm^-1
emission rate per end g = 0.25 s^-1
initial rod density N0 = 1.00e+11 cm^-2
layer depth d = 60.0 nm, capture radius a = 0.50 nm
anneal temperature = 1013.15 K
shrinkage speed v = 0.0200 nm/s
mean interstitials per rod = 250.0
decay time tau = 500.0 s = 8.33 min
initial trapped dose Q0 = 2.500e+13 cm^-2
initial release without recapture = 5.000e+10 cm^-2 s^-1
mean surviving length at tau, end emission = 10.000 nm
mean length at tau, side emission = 3.679 nm
dose fraction at tau, exponential lengths = 0.3679
dose fraction at tau, random emission = 0.3679
dose fraction at tau, gamma lengths (same mean) = 0.2707
smallest stable length in test = 3.0 nm
initial mean length in that test = 13.00 nm
recapture parameter beta = 0.7540
initial net/gross emission, mean field = 0.5701
initial net/gross emission, random layer = 0.5869
number of ends in random layer = 2000
time to 1/e with recapture = 738.3 s
late prefactor exp(beta) = 2.1254
late prefactor from rod population = 2.1194
time (s) | dose without recapture | with recapture (cm^-2)
      0 | 2.500e+13 | 2.500e+13
    250 | 1.516e+13 | 1.847e+13
    500 | 9.197e+12 | 1.315e+13
   1000 | 3.383e+12 | 6.001e+12
   1500 | 1.245e+12 | 2.457e+12
   2000 | 4.579e+11 | 9.459e+11
dose fraction at t = tau with one neglected effect:
  layer recapture: 0.5259 (+43.0 % of simple law)
  own other end: 0.3891 (+5.8 % of simple law)
  widths +-20 %: 0.3754 (+2.0 % of simple law)
  longest rod 5 lam: 0.3483 (-5.3 % of simple law)
  anneal 5 K colder: 0.4447 (+20.9 % of simple law)
net/gross emission at L = lam, own other end = 0.9524
activation energy = 3.7 eV
tau factor for 5 K colder = 1.234
low interstitial diffusivity D = 1.0e-10 cm^2/s
diffusion delay d^2/D = 0.36 s
bulk/surface flux ratio at tau = 0.0151
initial free concentration at layer = 1.71e+15 cm^-3
free dose in bulk at tau / Q0, upper estimate = 0.0173
\end{verbatim}
